# Paired UHF Natural Orbitals and the UNO-CAS Occupation Window: verification in Python

```python
# Result under test: the charge density P = P_alpha + P_beta of a UHF determinant
# has occupations 1+s_i and 1-s_i, where s_i are the singular values of the
# overlap between alpha and beta occupied orbitals; surplus alpha orbitals have
# occupation 1. The natural orbitals are normalized sums and differences of the
# corresponding orbitals a_i, b_i. The 0.02-1.98 window is then examined through
# the discarded weight, a Hubbard dimer (hopping t, repulsion U), and N2 energies.
import itertools
import numpy as np
from scipy.linalg import block_diag
from scipy.optimize import minimize
from pyscf import gto, scf, mcscf
from pyscf.fci import cistring, direct_spin1, spin_op

LOW, HIGH = 0.02, 1.98


def charge_naturals(alpha, beta, metric):
    """Occupations (descending) and natural orbitals of the charge density."""
    values, vectors = np.linalg.eigh(metric)
    root = (vectors * np.sqrt(values)) @ vectors.T
    inverse_root = (vectors / np.sqrt(values)) @ vectors.T
    density = alpha @ alpha.T + beta @ beta.T
    occupations, rotated = np.linalg.eigh(root @ density @ root)
    return occupations[::-1], (inverse_root @ rotated)[:, ::-1]


def corresponding(alpha, beta, metric):
    u, s, vt = np.linalg.svd(alpha.T @ metric @ beta)
    return alpha @ u, beta @ vt.T, s


def predicted_occupations(s, n_alpha, n_beta, size):
    rest = np.zeros(size - n_alpha - n_beta)
    parts = [1 + s, 1 - s, np.ones(n_alpha - n_beta), rest]
    return np.sort(np.concatenate(parts))[::-1]


# Open-shell determinants expanded as full wavefunctions: 3 alpha, 2 beta, 6 orbitals
rng = np.random.default_rng(7)
for shared in (False, True):
    alpha = np.linalg.qr(rng.normal(size=(6, 3)))[0]
    start = rng.normal(size=(6, 2))
    if shared:
        start[:, 0] = alpha[:, 0]
    beta = np.linalg.qr(start)[0]
    amp_a = [np.linalg.det(alpha[list(o)]) for o in cistring.gen_occslst(range(6), 3)]
    amp_b = [np.linalg.det(beta[list(o)]) for o in cistring.gen_occslst(range(6), 2)]
    wavefunction = np.outer(amp_a, amp_b)
    assert abs(np.sum(wavefunction**2) - 1) < 1e-10
    density = direct_spin1.make_rdm1(wavefunction, 6, (3, 2))
    occ = np.linalg.eigvalsh(density)[::-1]
    s = corresponding(alpha, beta, np.eye(6))[2]
    assert np.allclose(occ, predicted_occupations(s, 3, 2, 6), atol=1e-9)
    assert np.sum(abs(occ - 2) < 1e-9) == int(shared)
    assert np.sum(abs(occ) < 1e-9) == 1 + int(shared)
    s_squared = spin_op.spin_square(wavefunction, 6, (3, 2))[0]
    assert abs(s_squared - (0.25 + 0.5 * np.sum(occ * (2 - occ)))) < 1e-9
    print(f"3 alpha + 2 beta, shared orbital {shared}: occupations",
          " ".join(f"{abs(x):.4f}" for x in occ), f"<S^2> {s_squared:.4f}")

# One pair exactly at the threshold, expanded in its own natural orbitals g, u
s_edge = 1 - LOW
angle = 0.5 * np.arccos(s_edge)
pair = np.outer([np.cos(angle), np.sin(angle)], [np.cos(angle), -np.sin(angle)])
triplet_edge = np.sum(((pair - pair.T) / 2)**2)
double_edge = pair[1, 1]**2
lost_edge = 1 - pair[0, 0]**2
assert abs(triplet_edge - (1 - s_edge**2) / 2) < 1e-12
assert abs(double_edge - (1 - s_edge)**2 / 4) < 1e-12
assert abs(lost_edge - (1 - ((1 + s_edge) / 2)**2)) < 1e-12
print(f"threshold pair: overlap s {s_edge:.4f}, lost weight {lost_edge:.6f}")
print(f"threshold pair: triplet weight {triplet_edge:.6f}, double {double_edge:.6f}")
print(f"threshold pair: contribution to <S^2> {2 * triplet_edge:.6f}")

# Hubbard dimer, t = 1: free UHF minimization and exact diagonalization
hop = np.array([[0.0, -1.0], [-1.0, 0.0]])
for repulsion in (1.5, 2.0 / s_edge, 3.0, 6.0):
    def uhf_energy(angles):
        a = np.array([np.cos(angles[0]), np.sin(angles[0])])
        b = np.array([np.cos(angles[1]), np.sin(angles[1])])
        return a @ hop @ a + b @ hop @ b + repulsion * np.sum(a**2 * b**2)
    best = minimize(uhf_energy, [0.4, 1.2], method="Nelder-Mead",
                    options={"xatol": 1e-9, "fatol": 1e-14, "maxiter": 2000})
    overlap = abs(np.cos(best.x[0] - best.x[1]))
    assert abs(overlap - min(1.0, 2 / repulsion)) < 1e-4
    hamiltonian = (np.kron(hop, np.eye(2)) + np.kron(np.eye(2), hop)
                   + repulsion * np.diag([1.0, 0.0, 0.0, 1.0]))
    ground = np.linalg.eigh(hamiltonian)[1][:, 0].reshape(2, 2)
    exact = np.linalg.eigvalsh(ground @ ground.T + ground.T @ ground)[0]
    assert abs(exact - (1 - 4 / np.sqrt(16 + repulsion**2))) < 1e-10
    print(f"dimer U/t {repulsion:.4f}: antibonding occupation UHF "
          f"{abs(1 - overlap):.4f}, exact {exact:.4f}")

# N2 in 6-31G, followed inward from quartet atoms of opposite spin
atom = gto.M(atom="N 0 0 0", basis="6-31g", spin=3, verbose=0)
atom_uhf = scf.UHF(atom)
atom_uhf.kernel()
up, down = atom_uhf.make_rdm1()
guess = np.array([block_diag(up, down), block_diag(down, up)])
print("N2 6-31G scan: R, E(UHF)-E(RHF), window orbitals, 4 largest occupations below 1")
saved = None
for distance in (2.0, 1.8, 1.6, 1.4, 1.3, 1.2, 1.1, 1.0):
    mol = gto.M(atom=f"N 0 0 0; N 0 0 {distance}", basis="6-31g", verbose=0)
    rhf = scf.RHF(mol)
    rhf.conv_tol = 1e-10
    rhf.kernel()
    first = scf.UHF(mol)
    first.max_cycle = 80
    first.kernel(dm0=guess)
    uhf = first.newton()
    uhf.conv_tol = 1e-11
    uhf.kernel(first.mo_coeff, first.mo_occ)
    assert rhf.converged and uhf.converged
    assert uhf.e_tot <= rhf.e_tot + 1e-7
    guess = np.array(uhf.make_rdm1())
    metric = mol.intor("int1e_ovlp")
    alpha = uhf.mo_coeff[0][:, uhf.mo_occ[0] > 0]
    beta = uhf.mo_coeff[1][:, uhf.mo_occ[1] > 0]
    occ, orbitals = charge_naturals(alpha, beta, metric)
    s = corresponding(alpha, beta, metric)[2]
    assert np.allclose(occ, predicted_occupations(s, 7, 7, len(occ)), atol=1e-8)
    window = int(np.sum((occ > LOW) & (occ < HIGH)))
    print(f"{distance:.1f} angstrom, {uhf.e_tot - rhf.e_tot:.6f} hartree, {window},",
          " ".join(f"{abs(x):.4f}" for x in occ[7:11]))
    if distance == 1.6:
        saved = (rhf, uhf, alpha, beta, metric, occ, orbitals, window)

rhf, uhf, alpha, beta, metric, occ, orbitals, window = saved
a, b, s = corresponding(alpha, beta, metric)
total = alpha @ alpha.T + beta @ beta.T
difference = alpha @ alpha.T - beta @ beta.T
plus = (a + b) / np.sqrt(2 * (1 + s))
minus = (a - b) / np.sqrt(2 * (1 - s))
assert np.allclose(total @ metric @ plus, plus * (1 + s), atol=1e-7)
assert np.allclose(total @ metric @ minus, minus * (1 - s), atol=1e-7)
assert np.allclose(difference @ metric @ plus, minus * np.sqrt(1 - s**2), atol=1e-7)
s_squared = uhf.spin_square()[0]
assert abs(s_squared - 0.5 * np.sum(occ * (2 - occ))) < 1e-7
print("N2 at 1.6 angstrom: overlaps s", " ".join(f"{x:.5f}" for x in s))
print("upper occupations", " ".join(f"{x:.5f}" for x in occ[:7]))
print("lower occupations", " ".join(f"{x:.5f}" for x in occ[7:14][::-1]))
print(f"UHF <S^2> {s_squared:.5f}")

# Weight of the UHF determinant inside the window space, summed over determinants
pairs = window // 2
core = 7 - pairs
assert window == 2 * pairs and pairs >= 2
assert abs(np.sum(occ[core:core + window]) - window) < 1e-8
weight = 1.0
for occupied in (alpha, beta):
    projection = orbitals.T @ metric @ occupied
    weight *= sum(np.linalg.det(projection[list(range(core)) + list(chosen)])**2
                  for chosen in itertools.combinations(range(core, core + window), pairs))
dropped = s[1 - s <= LOW]
assert len(dropped) == core
assert abs(weight - np.prod(((1 + dropped) / 2)**2)) < 1e-8
print(f"window space: {window} electrons in {window} orbitals")
print(f"UHF weight inside window space {weight:.6f}")
print(f"smallest kept 1-s {np.min(1 - s[1 - s > LOW]):.5f}, "
      f"largest dropped 1-s {np.max(1 - dropped):.5f}")

# Energies with one pair fewer, the window itself, and one pair more
energies = {}
for count in (pairs - 1, pairs, pairs + 1):
    cas = mcscf.CASCI(rhf, 2 * count, (count, count))
    energies[count] = cas.kernel(orbitals)[0]
    assert abs(spin_op.spin_square(cas.ci, 2 * count, (count, count))[0]) < 1e-4
    print(f"CASCI({2 * count},{2 * count}) energy {energies[count]:.6f} hartree")
    if count == pairs:
        cas_density = direct_spin1.make_rdm1(cas.ci, window, (pairs, pairs))
        cas_occ = np.linalg.eigvalsh(cas_density)[::-1]
cost = energies[pairs - 1] - energies[pairs]
gain = energies[pairs] - energies[pairs + 1]
assert energies[pairs] < uhf.e_tot < rhf.e_tot
assert cost > gain > -1e-8
optimized = mcscf.CASSCF(rhf, window, (pairs, pairs))
e_casscf = optimized.kernel(orbitals)[0]
assert optimized.converged and e_casscf <= energies[pairs] + 1e-8
print(f"RHF energy {rhf.e_tot:.6f} hartree")
print(f"UHF energy {uhf.e_tot:.6f} hartree")
print(f"CASSCF energy, window size {e_casscf:.6f} hartree")
print(f"cost of removing weakest kept pair {1000 * cost:.3f} millihartree")
print(f"gain from adding strongest dropped pair {1000 * gain:.3f} millihartree")
print(f"window CASCI above CASSCF {1000 * (energies[pairs] - e_casscf):.3f} millihartree")
print("window CASCI occupations", " ".join(f"{x:.4f}" for x in cas_occ))
print("window UHF occupations  ", " ".join(f"{x:.4f}" for x in occ[core:core + window]))
print("all tests passed")
```

Running it gives:

```
3 alpha + 2 beta, shared orbital False: occupations 1.7158 1.2089 1.0000 0.7911 0.2842 0.0000 <S^2> 2.1940
3 alpha + 2 beta, shared orbital True: occupations 2.0000 1.6756 1.0000 0.3244 0.0000 0.0000 <S^2> 1.2936
threshold pair: overlap s 0.9800, lost weight 0.019900
threshold pair: triplet weight 0.019800, double 0.000100
threshold pair: contribution to <S^2> 0.039600
dimer U/t 1.5000: antibonding occupation UHF 0.0000, exact 0.0637
dimer U/t 2.0408: antibonding occupation UHF 0.0200, exact 0.1092
dimer U/t 3.0000: antibonding occupation UHF 0.3333, exact 0.2000
dimer U/t 6.0000: antibonding occupation UHF 0.6667, exact 0.4453
N2 6-31G scan: R, E(UHF)-E(RHF), window orbitals, 4 largest occupations below 1
2.0 angstrom, -0.444850 hartree, 6, 0.8609 0.8609 0.5564 0.0026
1.8 angstrom, -0.325703 hartree, 6, 0.7835 0.7835 0.3724 0.0023
1.6 angstrom, -0.198813 hartree, 6, 0.6577 0.6577 0.1326 0.0017
1.4 angstrom, -0.087801 hartree, 4, 0.4566 0.4566 0.0170 0.0011
1.3 angstrom, -0.042222 hartree, 4, 0.3207 0.3207 0.0067 0.0009
1.2 angstrom, -0.009495 hartree, 4, 0.1537 0.1537 0.0024 0.0005
1.1 angstrom, 0.000000 hartree, 0, 0.0000 0.0000 0.0000 0.0000
1.0 angstrom, 0.000000 hartree, 0, 0.0000 0.0000 0.0000 0.0000
N2 at 1.6 angstrom: overlaps s 1.00000 1.00000 0.99928 0.99826 0.86737 0.34235 0.34235
upper occupations 2.00000 2.00000 1.99928 1.99826 1.86737 1.34235 1.34235
lower occupations 0.00000 0.00000 0.00072 0.00174 0.13263 0.65765 0.65765
UHF <S^2> 2.01818
window space: 6 electrons in 6 orbitals
UHF weight inside window space 0.997540
smallest kept 1-s 0.13263, largest dropped 1-s 0.00174
CASCI(4,4) energy -108.763786 hartree
CASCI(6,6) energy -108.844499 hartree
CASCI(8,8) energy -108.861825 hartree
RHF energy -108.551571 hartree
UHF energy -108.750384 hartree
CASSCF energy, window size -108.848229 hartree
cost of removing weakest kept pair 80.714 millihartree
gain from adding strongest dropped pair 17.325 millihartree
window CASCI above CASSCF 3.730 millihartree
window CASCI occupations 1.8960 1.6939 1.6939 0.3061 0.3061 0.1041
window UHF occupations   1.8674 1.3423 1.3423 0.6577 0.6577 0.1326
all tests passed
```
